Sum rule for longitudinal–transverse phonon splittings in cubic insulators, part 1

(Sections cited here and not found follow in the second part.)

## The field of a polar vibration and the sum of squares

In a model perovskite oxide with three polar vibrations, halving the springs between tantalum and oxygen lowers the softest transverse phonon from 9.4 to 6.8 meV and raises the static permittivity from 156 to 304. All six transverse and longitudinal phonon energies move. Yet when each transverse energy squared is subtracted from its longitudinal partner squared, the three differences add up to 8599 meV² both before and after. The charges of the ions, the cell volume and the electronic permittivity were held fixed in this comparison, and these quantities, with the masses, determine the sum.

The relation to be derived is

Σ_m (ω²_LO,m − ω²_TO,m) = [1/(ε0 ε∞ V)] Σ_κ |n·Z_κ|² / M_κ.

Here m counts the polar optical vibrations of a cubic insulator at long wavelength, V is the volume of the primitive cell, and M_κ is the mass of ion κ in that cell. The unit vector n gives the direction of the wavevector. The relative permittivity ε∞ is that of the electrons with the ions held still. The Born charge Z_κ is a 3 × 3 tensor in coulombs, defined below, and n·Z_κ is a vector with components Σ_α n_α Z_κ,αβ. The left side contains differences of squares, not squares of differences, and the right side contains the squared length of that vector.

The ions are treated as harmonic and the electrons as following them at once. The crystal is in bulk form, has no free carriers, and keeps its cell shape. Let u_κ be the displacement of ion κ, the same in every cell for the moment, and let E be the macroscopic electric field, that is, the field averaged over a cell. Let W be the energy of one cell without the vacuum energy of the field. If the polarization changes by dP, the field does work V E·dP on the cell. If an ion is moved by du_κ, an external agent does work −F_κ·du_κ against the force F_κ. Therefore

dW = V E·dP − Σ_κ F_κ·du_κ.

It is easier to use E than P as a variable, so define U = W − V E·P. The product rule removes the dP term:

dU = −V P·dE − Σ_κ F_κ·du_κ.

The polarization and the forces are thus first derivatives of one function:

V P_α = −∂U/∂E_α, F_κβ = −∂U/∂u_κβ.

Expand U to second order about equilibrium at zero field. There is no term linear in u, because the forces vanish there. There is no term linear in E either, because a cubic crystal has twofold axes along x, y and z, and no nonzero polarization vector is left unchanged by all three. Up to a constant,

U = ½ Σ u_κβ C_κβ,κ'γ u_κ'γ − Σ E_α Z_κ,αβ u_κβ − ½ ε0 V Σ χ_αβ E_α E_β,

with sums over all repeated labels. The matrix C holds the force constants at zero macroscopic field, and χ is the electronic susceptibility with fixed ions. The middle term defines the Born charge. Differentiation gives

P_α = (1/V) Σ_κβ Z_κ,αβ u_κβ + ε0 Σ_β χ_αβ E_β,

F_κβ = −Σ_κ'γ C_κβ,κ'γ u_κ'γ + Σ_α E_α Z_κ,αβ.

The same tensor appears in both lines because it is a mixed second derivative of U. It measures the dipole made when an ion moves in zero field, and also the force on the ion when a field is applied. Electrons shift as the ion moves, so Z_κ may differ greatly from the nominal ionic charge.

The Born charges of a cell add to zero. A uniform field exerts no net force on a neutral cell, so Σ_κ F_κ = 0 at u = 0 for every E, which requires

Σ_κ Z_κ,αβ = 0.

Now let the displacements vary as a plane wave, exp(iq·r − iωt), with q = q n. If q is much smaller than π/a, where a is the lattice constant, neighbouring cells move almost alike. Each cell then responds as it would to uniform displacements and a uniform field, to leading order in qa. What remains is to find the field which the wave itself creates.

With no free charge or current and no magnetic response, Maxwell's equations for the wave are

q×E = ωB, q×B = −μ0 ω D, D = ε0 E + P.

The second equation shows at once that n·D = 0, since a cross product with q is perpendicular to q. Taking q× of the first and inserting the second gives

q×(q×E) = −μ0 ω² D.

The left side equals q(q·E) − q²E, which is −q² times the part of E perpendicular to q. Writing that part as E_T, and using μ0 = 1/(ε0c²),

E_T = ω² D_T / (ε0 c² q²).

The transverse field becomes negligible when cq is large compared with phonon frequencies, suitably weighted by the permittivity. The limit q → 0 therefore means a window: q is small on the scale of π/a, yet large on the scale of light at phonon frequency. In this window light travels so fast that the electric field is, in effect, electrostatic. It points along n, so E = E n.

Insert this into n·D = 0. The polarization has an ionic and an electronic part, and the condition reads

ε0 E + (1/V) Σ_κ n·Z_κ·u_κ + ε0 E Σ_αβ n_α χ_αβ n_β = 0.

The two terms with ε0 E combine through the permittivity along n,

ε_n = 1 + Σ_αβ n_α χ_αβ n_β,

and the field is

E = −[1/(ε0 ε_n V)] Σ_κ n·Z_κ·u_κ.

The minus sign says that the field opposes the ionic polarization that made it. The factor ε_n says that electrons weaken the field. In a cubic crystal χ is a multiple of the unit tensor, for a reason given below, so ε_n = ε∞ for every direction.

Newton's law for the ions is M_κ ü_κβ = F_κβ. To make the matrix symmetric, use the mass-weighted displacements w_κβ = √M_κ u_κβ. Define also

D0_κβ,κ'γ = C_κβ,κ'γ / √(M_κ M_κ'),

b_κβ = (n·Z_κ)_β / √(ε0 V M_κ).

The components of b have the unit of angular frequency. Since n·Z_κ·u_κ = √(ε0V) Σ_β b_κβ w_κβ for each ion, the field is

E = −[√(ε0 V)/(ε0 ε_n V)] b·w = −b·w / [ε_n √(ε0 V)].

The force term, after division by √M_κ, is

E (n·Z_κ)_β / √M_κ = E √(ε0 V) b_κβ = −b_κβ (b·w)/ε_n.

Every factor of ε0V has cancelled. For time dependence exp(−iωt), the second time derivative is −ω²w, and the equation of motion becomes

ω² w = D(n) w, D(n) = D0 + b bᵀ/ε_n.

Here b bᵀ is the matrix with elements b_i b_j. The added term corresponds to a potential energy ½(b·w)²/ε_n. With P_ion the ionic polarization along n, b·w equals P_ion √(V/ε0), so this energy is V P_ion²/(2ε0ε_n), the price of building the depolarizing field. It is never negative. A motion with no ionic dipole along n pays nothing.

The sum of the eigenvalues of a matrix is its trace. The trace of b bᵀ is Σ_i b_i² = |b|². Hence

Σ ω²[D(n)] − Σ ω²[D0] = |b|²/ε_n = [1/(ε0 ε_n V)] Σ_κ |n·Z_κ|²/M_κ.

Each sum on the left runs over three modes per ion. No property of C was used except that the same C enters both matrices. This identity holds in any crystal that meets the assumptions, cubic or not, for each direction n separately. If the crystal has a spontaneous polarization at equilibrium, that constant does not oscillate and drops out of the wave equations.

The acoustic modes add nothing. In a uniform translation all u_κ are equal, so the forces from C vanish and D0 has three zero eigenvalues. The field vanishes too, because the Born charges add to zero. The same translations are then zero modes of D(n).

The right side has a simple mechanical meaning. At frequencies well above all phonons, but still far below electronic excitations, the springs have no time to act and each ion accelerates as if free. The sum is the squared plasma frequency of such free ions, with their Born charges and with the electrons screening the field. Springs fix where the resonances lie. They do not alter how strongly free ions respond.

Cubic symmetry also removes the dependence on n. Consider the tensor

A_αγ = Σ_κ (1/M_κ) Σ_β Z_κ,αβ Z_κ,γβ.

The right side of the rule is Σ_αγ n_α A_αγ n_γ / (ε0ε∞V). A symmetry operation of the crystal carries each ion to an ion of the same kind and rotates its charge tensor, so it merely reorders the terms of A. The tensor is therefore unchanged by every rotation in the point group. A half-turn about x reverses y and z, and so changes the sign of A_xy and A_xz, which must then vanish. A half-turn about y removes A_yz. A third of a turn about [111] exchanges the axes cyclically and makes the three diagonal elements equal. Every cubic point group contains these rotations. So A is a number times the unit tensor, and the same argument applies to χ. Averaging the diagonal elements gives a form without any direction:

Σ_κ |n·Z_κ|²/M_κ = ⅓ Σ_κ Σ_αβ Z_κ,αβ² / M_κ.

Two simple crystals show the limits. In rock salt there are two ions with isotropic charges Z and −Z, so the sum is Z²(1/M_1 + 1/M_2)/(ε0ε∞V), which involves the reduced mass. In the diamond structure inversion exchanges the two atoms, so their Born charges are equal. They must also add to zero, hence both vanish, and the optical vibrations do not split.

The model oxide has one potassium, one tantalum and three oxygen ions in a cube of side 0.40 nm, so V = 0.0640 nm³. Tantalum sits at the centre, potassium at the corners, and oxygen at the face centres. Call the oxygen ions O1, O2 and O3 according to whether their bond with tantalum lies along x, y or z. The inputs are rough round numbers in the regime of KTaO3. The charges are 1.0e for potassium and 8.5e for tantalum. For oxygen they are −6.5e along its bond and −1.5e across it. Along x the five charges are 1.0, 8.5, −6.5, −1.5 and −1.5, and their sum is zero as required. The masses are 39.10, 180.95 and 16.00 u, and ε∞ = 4.6.

For n along x the charge-squared over mass, in units of e²/u, is

K: 1.0²/39.10 = 0.0256,

Ta: 8.5²/180.95 = 0.3993,

O: (6.5² + 1.5² + 1.5²)/16.00 = 2.9219.

The total is 3.3467. The unit e²/u divided by ε0ε∞V is 5.930 × 10²⁷ s⁻². The product is 1.985 × 10²⁸ s⁻². Multiplying by ħ² turns it into 8599 meV², of which potassium supplies 66, tantalum 1026 and oxygen 7507 meV². The single oxygen ion whose bond lies along n supplies 6785 meV², or 79 percent of the total. It combines a large charge with a small mass. The large tantalum charge counts for less because it is divided by a mass eleven times greater.

The meaning of the projected charge matters as soon as n leaves the cube axes. For n along [111], each oxygen ion has n·Z_κ with components −6.5e, −1.5e and −1.5e in some order, all divided by √3. Its squared length is (42.25 + 2.25 + 2.25)e²/3 = 15.58e², and three such ions give 46.75e², the same as for n along x. The number n·Z_κ·n, by contrast, is −9.5e/3 = −3.17e for each oxygen ion. Three squares of it add to only 30.08e², and the sum would come out as 5922 meV², which is 31 percent too low. The missing part is the motion of oxygen across n. Such motion still creates a dipole along n when the charge tensor is anisotropic and n is oblique to its axes.

The macroscopic field of a long wave raises the total of all squared phonon frequencies by an amount that the springs do not affect and that, in a cubic crystal, is the same for every direction n: 8599 meV² in the model oxide. It remains to show that this total is a sum of differences between longitudinal and transverse partners, and to find how it is shared among them.

Numerical values quoted here were computed with a short program.
